# Lock-In and Numerical Second Derivatives of an Inelastic Tunneling Peak

An electron tunneling through the barrier of a magnetic junction can give up energy to a localized spin excitation in the barrier, provided the bias supplies that energy. Above the threshold a second tunneling path is open, and the slope of the current $I(V)$ rises slightly. In $d^2I/dV^2$ the small change of slope becomes a peak, whose position gives the excitation energy.

Two ways to obtain this peak are compared here. One records $I(V)$ and differentiates it numerically. The other adds a small oscillation to the bias and detects the current at twice the oscillation frequency. How much does each method broaden the peak, and what does a narrower peak cost in noise?

## A kink, worked by hand

Take zero temperature and a threshold voltage $V_\varepsilon=\varepsilon/e$, where $\varepsilon$ is the excitation energy. Near threshold the inelastic current is

$$I(V)=\begin{cases}0, & V<V_\varepsilon\\ G_{in}(V-V_\varepsilon), & V>V_\varepsilon .\end{cases}$$

Its second derivative is a spike of area $G_{in}$ and zero width. Drive the junction with

$$V(\theta)=V_0+A\cos\theta,\qquad \theta=\omega t,$$

where $A$ is the peak amplitude, not the rms value. The current is assumed to follow the voltage instantly, and displacement current is left out. The lock-in output is the average

$$I_2=\langle 2I\cos2\theta\rangle$$

over whole periods. For weak curvature, $I\approx I(V_0)+I'A\cos\theta+\tfrac12I''A^2\cos^2\theta$. Since $\cos^2\theta=(1+\cos2\theta)/2$, the amplitude at $2\omega$ is $I''A^2/4$. The estimate of $I''$ is therefore $4I_2/A^2$.

Now sample eight phases, $\theta_j=j\pi/4$ with $j=0,\dots,7$. The factor $\cos2\theta_j$ runs through $1,0,-1,0,1,0,-1,0$. The four surviving samples lie at $V_0+A$, $V_0$, $V_0-A$ and $V_0$, so

$$I_2^{(8)}=\frac28\left[I(V_0+A)-2I(V_0)+I(V_0-A)\right].$$

Multiplication by $4/A^2$ gives

$$\frac{4I_2^{(8)}}{A^2}=\frac{I(V_0+A)-2I(V_0)+I(V_0-A)}{A^2}.$$

An eight-phase lock-in whose samples start at a turning point of the drive is thus identical to the central second difference with step $h=A$. Shifted samples give a different average.

Apply it to the kink with $V_0=V_\varepsilon+d$. For $0<d<A$ the bracket is $G_{in}[(d+A)-2d+0]=G_{in}(A-d)$. For $-A<d<0$ only the first current is nonzero, and the bracket is $G_{in}(A+d)$. The estimate is the triangle

$$\frac{G_{in}}{A}\left(1-\frac{|d|}{A}\right),$$

with full width at half maximum (FWHM) equal to $A$. The spike has acquired a width from the differentiation itself.

With continuous phase the result at threshold changes. Current flows only for $-\pi/2<\theta<\pi/2$, so

$$I_2=\frac1\pi\int_{-\pi/2}^{\pi/2}G_{in}A\cos\theta\cos2\theta\,d\theta
=\frac{G_{in}A}{\pi}\left[\frac{\sin\theta}{2}+\frac{\sin3\theta}{6}\right]_{-\pi/2}^{\pi/2}
=\frac{2G_{in}A}{3\pi}.$$

The estimate $4I_2/A^2=8G_{in}/(3\pi A)\approx0.849\,G_{in}/A$ is lower than the triangle's apex. For $G_{in}=0.2$ µS and $A=1$ mV the two heights are 170 and 200 µA/V².

## The two averages for any smooth current

Because $\cos\theta$ is even about $\pi$, the continuous lock-in output is

$$I_2=\frac2\pi\int_0^\pi I(V_0+A\cos\theta)\cos2\theta\,d\theta .$$

Integrate by parts with $\cos2\theta\,d\theta=d(\tfrac12\sin2\theta)$. The boundary terms vanish, and $dI/d\theta=-A\sin\theta\,I'$. Using $\sin2\theta=2\sin\theta\cos\theta$,

$$I_2=\frac{2A}{\pi}\int_0^\pi I'\sin^2\theta\cos\theta\,d\theta .$$

Since $\sin^2\theta\cos\theta\,d\theta=d(\tfrac13\sin^3\theta)$, a second integration by parts gives

$$I_2=\frac{2A^2}{3\pi}\int_0^\pi I''(V_0+A\cos\theta)\sin^4\theta\,d\theta .$$

Set $x=\cos\theta$, so that $\sin^4\theta\,d\theta$ becomes $(1-x^2)^{3/2}dx$ on $[-1,1]$:

$$\frac{4I_2}{A^2}=\int_{-1}^{1}I''(V_0+Ax)\,\chi(x)\,dx,\qquad
\chi(x)=\frac{8}{3\pi}(1-x^2)^{3/2}.$$

No expansion in $A$ was made. The kernel has unit area because $\int_0^\pi\sin^4\theta\,d\theta=3\pi/8$. If the drive is $A\sin\omega t$ instead, $\theta$ is shifted by $\pi/2$ and the signal multiplying $\cos2\omega t$ changes sign.

For the second difference, integration by parts gives

$$h^2\int_0^1(1-y)I''(V_0+hy)\,dy=-hI'(V_0)+I(V_0+h)-I(V_0).$$

Replacing $h$ by $-h$ gives the same relation on the other side. In the sum the first derivatives cancel:

$$\frac{I(V_0+h)-2I(V_0)+I(V_0-h)}{h^2}=\int_{-1}^{1}I''(V_0+hy)(1-|y|)\,dy .$$

Both methods therefore average $I''$ with an even kernel of unit area. The mean square of $x$ under the lock-in kernel is

$$\frac{\int_0^\pi(\sin^4\theta-\sin^6\theta)\,d\theta}{\int_0^\pi\sin^4\theta\,d\theta}
=\frac{3/8-5/16}{3/8}=\frac16 .$$

For the triangle it is $2\int_0^1y^2(1-y)\,dy=2(\tfrac13-\tfrac14)=\tfrac16$. The added variances are $A^2/6$ and $h^2/6$, equal when $A=h$.

The FWHMs differ. Setting $(1-x^2)^{3/2}=\tfrac12$ gives a lock-in kernel width of

$$2A\sqrt{1-2^{-2/3}}=1.2166\,A,$$

or about $1.72$ times the rms amplitude. The triangle has width $h$.

## The thermal line being measured

At temperature $T$ the electrodes add their own width. Assume flat densities of states, one common temperature, one sharp excitation that relaxes fully between tunneling events, and $kT\ll\varepsilon$, so that each event finds it in its ground state. An electron leaves a filled state and enters an empty one at energy lower by $\varepsilon$. With $f(E)=1/(1+e^{E/kT})$ and $u=eV-\varepsilon$, the available energy range is

$$g(u)=\int_{-\infty}^{\infty}f(E-u)[1-f(E)]\,dE .$$

From $1-f(E)=e^{E/kT}f(E)$ and

$$f(E-u)-f(E)=f(E-u)f(E)\,e^{E/kT}\left(1-e^{-u/kT}\right),$$

the integrand equals $[f(E-u)-f(E)]/(1-e^{-u/kT})$. The difference of two Fermi functions displaced by $u$ integrates to $u$. Hence

$$g(u)=\frac{u}{1-e^{-u/kT}},\qquad I_{in}=\frac{G_{in}}{e}\left[g(eV-\varepsilon)-g(-eV-\varepsilon)\right].$$

The second term is the reverse process, exponentially small near the positive threshold.

Write $v_T=kT/e$, $x=(V-V_\varepsilon)/v_T$ and $z=x/2$. The forward current is $G_{in}v_T\,b(x)$ with $b=x/(1-e^{-x})=z+z\coth z$. Two derivatives with respect to $z$ give $2(z\coth z-1)/\sinh^2z$, and $d^2/dx^2=\tfrac14d^2/dz^2$. Thus

$$I''_{in}=\frac{G_{in}}{v_T}\,p(x),\qquad p(x)=\frac{z\coth z-1}{2\sinh^2z}.$$

This even function has unit area, because $b'$ rises from 0 to 1. For its variance, use $r(x)=b(x)-x=x/(e^x-1)$ on $x>0$, where $r''=p$. Two integrations by parts give

$$\int_{-\infty}^{\infty}x^2p\,dx=2\int_0^\infty x^2r''\,dx=4\int_0^\infty r\,dx=4\sum_{n=1}^{\infty}\frac1{n^2}=\frac{2\pi^2}{3}.$$

The sum follows from $1/(e^x-1)=\sum_n e^{-nx}$. Numerically, the FWHM of $p$ is $5.439$.

Averaging with an even kernel displaces each part of the line by equal amounts to either side. The cross term in the mean square vanishes and variances add:

$$\sigma^2=\frac{2\pi^2}{3}v_T^2+\frac{A^2}{6},$$

with $h$ replacing $A$ for the difference. The simulated peaks were tested against this law at 4 mV.

## Small and large modulation

Expanding $b=1+x/2+x^2/12-x^4/720+\dots$ gives $p=1/6-x^2/60+\dots$. At the line centre the kernel replaces $x^2$ by its mean, $A^2/(6v_T^2)$. The fractional loss of height is then

$$\frac{1}{1/6}\cdot\frac{1}{60}\cdot\frac{A^2}{6v_T^2}=\frac{1}{60}\left(\frac{A}{v_T}\right)^2,$$

to leading order, for both methods when $h=A$.

For $A\gg v_T$ the thermal line is narrow compared with the kernel, and the lock-in FWHM approaches $1.2166A$. The difference retains a thermal correction. Its peak is a triangle whose apex is rounded by the thermal line. The mean of $|x|$ under $p$ is $2\int_0^\infty xr''dx=2r(0)=2$, so the apex falls to $(G_{in}/h)(1-2v_T/h)$. On the straight flanks, even smoothing changes nothing up to exponentially small terms. Half height is reached where

$$1-\frac dh=\frac12\left(1-\frac{2v_T}{h}\right),\qquad d=\frac h2+v_T,$$

which gives a FWHM of $h+2v_T$.

It is tempting to combine FWHMs in quadrature, $W^2\approx W_T^2+(1.2166A)^2$. That would be justified if all the shapes had the same ratio of FWHM to standard deviation, as Gaussians do. Here the ratio is $5.439/\sqrt{2\pi^2/3}=2.12$ for the thermal line and $1.2166\sqrt6=2.98$ for the lock-in kernel. In a scan from $A/v_T=0.5$ to 30, the rule overestimated the simulated width at every point, by at most 5.8% of that width, near $A/v_T=6$.

## The algorithm

1. Choose $V_0$, $A$ and $S>4$ phases per period, $\theta_j=2\pi j/S$.
2. Evaluate or measure $I(V_0+A\cos\theta_j)$.
3. Average $2I\cos2\theta_j$ over a whole number of periods and multiply by $4/A^2$.
4. Repeat for each $V_0$ and subtract the smooth background.

The choice of $S$ matters. Write $I=\sum_nI_n\cos n\theta$. Sampling multiplies $I_n$ by the average of $\cos(n+2)\theta_j+\cos(n-2)\theta_j$. An average is one when its integer is a multiple of $S$ and zero otherwise. The result is

$$I_2^{(S)}=I_2+\sum_{m=1}^{\infty}(I_{mS-2}+I_{mS+2}).$$

With $S=8$, the extra harmonics 6, 10, 14, … turn the smooth kernel into the triangle. If all phases are shifted by $\phi$, the $m$-th term is multiplied by $\cos mS\phi$. In the 4 K model below with $A=4$ mV, eight samples at the middle of their intervals put the peak 4.7% below the continuous result instead of 4.8% above it. An odd $S$ brings in odd harmonics, so the average is no longer even and the peak moves: $S=5$ shifts it by about 0.18 mV at $A=1$ mV and about 1 mV at $A=4$ mV. A large even $S$ avoids both effects.

Whole periods matter as well. If averaging stops at phase $\Phi$, the mean current $I_0$ contributes

$$\frac1\Phi\int_0^\Phi2I_0\cos2\theta\,d\theta=\frac{I_0\sin2\Phi}{\Phi}.$$

This vanishes for whole periods. Otherwise it can exceed the signal, because $I_0$ is so much larger than $I_2$.

## Numbers for a junction at 4 K

Take round model parameters: $V_\varepsilon=20$ mV, $G_{in}=0.20$ µS, and an elastic current $G_{el}V(1+V^2/V_c^2)$ with $G_{el}=10$ µS and $V_c=0.40$ V. The thermal voltage is $v_T=0.3447$ mV, so the unmodulated line has FWHM $5.439\times0.3447=1.875$ mV. Its height is

$$\frac{G_{in}}{6v_T}=\frac{0.20\ \text{µS}}{6\times0.3447\ \text{mV}}=96.7\ \text{µA/V}^2 .$$

The background $6G_{el}V/V_c^2$ is 7.5 µA/V² at the peak. It is linear in $V$, so both even kernels return it unchanged and it can be subtracted without distortion.

| $A=h$ (mV) | FWHM, lock-in (mV) | FWHM, difference (mV) | Height, lock-in | Height, difference |
|---|---|---|---|---|
| 0.5 | 1.948 | 1.948 | 0.967 | 0.967 |
| 1 | 2.160 | 2.155 | 0.882 | 0.883 |
| 2 | 2.903 | 2.853 | 0.676 | 0.684 |
| 4 | 5.015 | 4.707 | 0.408 | 0.428 |

Heights are relative to the unmodulated peak. Up to 1 mV the methods hardly differ. At 4 mV the lock-in peak is about 7% wider than the difference peak, although both standard deviations are 1.857 mV. The large-step formula gives $4+2\times0.3447=4.69$ mV, close to the tabulated 4.707 mV.

The lock-in line is 10% wider than the thermal line at $A=0.806$ mV peak, or 0.570 mV rms. The peak amplitude is then $2.34\,kT/e$. In this model the relative broadening depends on $A/v_T$ alone, so the same multiple applies at other temperatures while $kT\ll\varepsilon$ and the two thresholds remain well separated. This needs a sharp excitation. A Lorentzian lifetime width of 0.5 meV, for example, raises the multiple for 10% broadening of the unmodulated line to about 2.63 at 4 K, and the multiple then changes with temperature.

At $A=4$ mV, eight phases starting at $\theta=0$ overestimate $I_2$ by 4.1%, or the peak above background by 4.8%. With 32 phases the error is about $10^{-5}$%. At $A=1$ mV the true $I_2$ is 23.2 pA beside a mean current of 200.6 nA. Stopping after 64.125 periods gives $\Phi=402.9$ and $\sin2\Phi=1$, so the mean current alone leaks $200.6\ \text{nA}/402.9\approx498$ pA. With 64 readings per period, each taken at the middle of its phase interval, the complete false reading, including the signal and the first harmonic, is 546 pA.

## What a narrow step costs

Let each reading carry independent white noise of standard deviation $s$. Let each stay at one bias point, a dwell of $N$ readings, also carry a constant offset of standard deviation $b$, independent between dwells. In the lock-in average the offset multiplies $\sum_j\cos2\theta_j=0$ and cancels. The white noise gives a variance

$$\left(\frac4{A^2}\right)^2\frac{4s^2}{N^2}\sum_j\cos^22\theta_j=\frac{32s^2}{A^4N},$$

since the sum is $N/2$. The difference combines three dwell averages with weights $1,-2,1$, whose squares sum to 6. The standard deviations are

$$\delta_{lock}=\frac{4\sqrt2\,s}{A^2\sqrt N},\qquad
\delta_{diff}=\frac{\sqrt6}{h^2}\sqrt{\frac{s^2}{N}+b^2}.$$

For $s=20$ pA, $b=2$ pA, $N=4096$ and $A=h=1$ mV, the lock-in noise is 1.77 µA/V² and the difference noise is 4.96 µA/V². The peak height of about 85 µA/V² stands 48 and 17 times above them, respectively. A seeded noise simulation gives 1.77 and 4.84 µA/V². With 1500 trials a simulated standard deviation is itself uncertain by about $1/\sqrt{3000}\approx1.8\%$, and both values lie within 1.3 of these standard errors of the formulas.

Without the offsets, the difference noise would be 0.765 µA/V², lower than the lock-in value. Even if the three dwells must share the same total of 4096 readings, it rises only by $\sqrt3$, to 1.33 µA/V². The lock-in's advantage in this model is therefore its rejection of slow offsets, not of white noise. Noise near $2\omega$ is not rejected.

Reducing the difference step to 0.1 mV almost removes its broadening: the leading-order height loss is $(0.1/0.3447)^2/60\approx0.14\%$. But the noise grows a hundredfold, to 496 µA/V², five times the peak itself. The lock-in obeys the same inverse-square law in $A$. Halving the amplitude at fixed noise in $I''$ takes sixteen times as many readings, and once $A$ is well below $2kT/e$ the line hardly narrows in return. The values used here are listed in the numerical output below.

## Computed results

```
Temperature: 4.0 K
Excitation voltage: 20.0 mV
Elastic conductance: 10.0 uS
Inelastic conductance step: 0.20 uS
Cubic voltage scale: 0.40 V
Thermal voltage kT/e: 0.3447 mV
Thermal occupation: 6.33e-26
Thermal FWHM: 1.8748 mV
Thermal FWHM/(kT/e): 5.4392
True peak above background: 96.704 uA/V^2
Background at peak: 7.500 uA/V^2
Lock-in kernel FWHM/A: 1.2166
A=h (mV) | FWHM lock-in, difference (mV) | relative height lock-in, difference
0.5 | 1.9482, 1.9479 | 0.9665, 0.9666
1.0 | 2.1596, 2.1551 | 0.8818, 0.8830
2.0 | 2.9029, 2.8532 | 0.6759, 0.6839
4.0 | 5.0151, 4.7071 | 0.4082, 0.4279
Standard deviation, lock-in, A=4 mV: 1.8570 mV
Standard deviation, difference, h=4 mV: 1.8570 mV
Standard deviation, formula: 1.8570 mV
Largest quadrature-rule excess: 5.83 %
It occurs at A/(kT/e): 6.0
A for 10 % wider line: 0.8059 mV peak
Same amplitude: 0.5699 mV rms
I2 at peak, A=4 mV: 187.913 pA
Sampling error, 8 per period: 4.056 %
Sampling error, 32 per period: 1.4e-05 %
Mean current, A=1 mV: 200.593 nA
I2 at peak, A=1 mV: 23.193 pA
False I2 after 64.125 periods: 545.69 pA
White noise per reading: 20.0 pA
Offset noise per dwell: 2.0 pA
Readings per dwell: 4096; noise trials: 1500
Lock-in noise, A=1 mV, formula: 1.768 uA/V^2
Lock-in noise, A=1 mV, simulated: 1.772 uA/V^2
Difference noise, h=1.0 mV, formula: 4.958 uA/V^2
Difference noise, h=1.0 mV, simulated: 4.842 uA/V^2
Difference noise, h=0.1 mV, formula: 495.842 uA/V^2
Difference noise, h=0.1 mV, simulated: 484.165 uA/V^2
Difference noise, h=1 mV, white only: 0.765 uA/V^2
```
